# Equilibrium and Approach Length of Neutral and Singly Ionized Projectile Fractions: test program

```python
"""
Charge-state fractions of a fast projectile in a gas.

Result under test, for a projectile that is either an ion or a neutral:
    F0(N) = F0eq + (F0(0) - F0eq) * exp(-(sc + sl) * N)
    F0eq  = sc / (sc + sl),   approach length = 1 / (n * (sc + sl))
F0: neutral fraction;  sc: capture cross section (ion -> neutral);
sl: loss cross section (neutral -> ion);  n: gas number density;
N: column density, the integral of n along the path.
Cross sections are in nm^2 and column densities in nm^-2 unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, null_space
from scipy.optimize import brentq

# Rough typical inputs: protons in nitrogen, cross sections per molecule
energy_eV = 50e3
capture = 0.03
loss = 0.04
temperature = 300.0
pressure_torr = 1e-5
path_m = 3.0
intended_dose = 5e16          # cm^-2

total = capture + loss
neutral_eq = capture / total
ion_eq = loss / total


def gas_density(p_torr):
    """Ideal-gas number density in m^-3."""
    return p_torr * const.torr / (const.k * temperature)


def column_density(p_torr):
    """Column density of the beam path in nm^-2."""
    return gas_density(p_torr) * path_m * 1e-18


def approach_length(p_torr):
    """Approach length in m."""
    return 1.0 / (gas_density(p_torr) * total * 1e-18)


def neutral_fraction(column, start=0.0, sc=capture, sl=loss):
    equilibrium = sc / (sc + sl)
    return equilibrium + (start - equilibrium) * np.exp(-(sc + sl) * column)


# --- Test 1: many projectiles among randomly placed targets -------------
rng = np.random.default_rng(12345)
box_side = 0.25               # nm, wide enough to contain both disks
box_area = box_side**2
assert np.pi * (box_side / 2)**2 > max(capture, loss)


def disk_areas(size):
    """Area pi*b^2 for targets placed uniformly in the box."""
    x = rng.uniform(-box_side / 2, box_side / 2, size)
    y = rng.uniform(-box_side / 2, box_side / 2, size)
    return np.pi * (x**2 + y**2)


def simulate_neutrals(column, start_neutral, particles=300000):
    """Neutral fraction after projectiles meet targets one by one."""
    targets = rng.poisson(box_area * column, particles)
    neutral = np.full(particles, start_neutral)
    for k in range(targets.max()):
        reach = np.where(neutral, loss, capture)
        neutral ^= (k < targets) & (disk_areas(particles) < reach)
    return neutral.mean()


simulation_rows = []
for lengths in (0.5, 1.0, 3.0):
    column = lengths / total
    from_ion = simulate_neutrals(column, False)
    from_neutral = simulate_neutrals(column, True)
    # statistical error is about 0.0009 for each fraction
    assert abs(from_ion - neutral_fraction(column, 0.0)) < 0.005
    assert abs(from_neutral - neutral_fraction(column, 1.0)) < 0.005
    assert abs(from_neutral - from_ion - np.exp(-lengths)) < 0.007
    simulation_rows.append((lengths, from_ion, neutral_fraction(column, 0.0),
                            from_neutral, neutral_fraction(column, 1.0)))

# Dose excess: all projectiles are implanted, only ions are counted
simulated_neutral = simulate_neutrals(column_density(1e-4), False)
simulated_excess = 1.0 / (1.0 - simulated_neutral) - 1.0
formula_excess = 1.0 / (1.0 - neutral_fraction(column_density(1e-4))) - 1.0
assert abs(simulated_excess - formula_excess) < 0.01

# --- Test 2: one long trajectory with alternating legs ------------------
steps = 400000
gaps = rng.exponential(1.0 / box_area, steps).tolist()
areas = disk_areas(steps).tolist()
reach_by_state = (capture, loss)      # state 0: ion, state 1: neutral
travelled = [0.0, 0.0]
ended_legs = [0, 0]
state = 0
for gap, area in zip(gaps, areas):
    travelled[state] += gap
    if area < reach_by_state[state]:
        ended_legs[state] += 1
        state = 1 - state
ion_leg = travelled[0] / ended_legs[0]
neutral_leg = travelled[1] / ended_legs[1]
path_share = travelled[1] / sum(travelled)
changes_per_length = sum(ended_legs) / (sum(travelled) * total)
assert abs(ion_leg * capture - 1) < 0.02
assert abs(neutral_leg * loss - 1) < 0.02
assert abs(path_share - neutral_eq) < 0.01
assert abs(changes_per_length - 2 * neutral_eq * ion_eq) < 0.01


# --- Test 3: non-uniform gas by direct integration ----------------------
def uneven_density(x):
    return gas_density(1e-4) * (1 + 3 * np.exp(-((x - 2.0) / 0.5)**2))


def balance(x, fractions):
    ion, neutral = fractions
    flow = uneven_density(x) * 1e-18 * (capture * ion - loss * neutral)
    return [-flow, flow]


uneven = solve_ivp(balance, (0, path_m), [1.0, 0.0], rtol=1e-10,
                   atol=1e-12, max_step=0.05)
uneven_column = quad(uneven_density, 0, path_m)[0] * 1e-18
uneven_numeric = uneven.y[1, -1]
uneven_formula = neutral_fraction(uneven_column)
assert abs(uneven_numeric - uneven_formula) < 1e-7


# --- Test 4: matrix form, also used for models with a third state -------
def rate_matrix(transitions, size):
    """Matrix M of dF/dN = M F from {(from, to): cross section}."""
    matrix = np.zeros((size, size))
    for (source, target), sigma in transitions.items():
        matrix[target, source] += sigma
        matrix[source, source] -= sigma
    return matrix


def equilibrium_of(matrix):
    vector = null_space(matrix)[:, 0]
    return vector / vector.sum()


two_state = rate_matrix({(0, 1): capture, (1, 0): loss}, 2)
rates = np.sort(np.linalg.eigvals(two_state).real)
assert np.allclose(rates, [-total, 0.0], atol=1e-12)
assert np.allclose(equilibrium_of(two_state), [ion_eq, neutral_eq])
one_percent_column = brentq(
    lambda c: expm(two_state * c)[1, 0] - 0.99 * neutral_eq, 1.0, 200.0)
one_percent_lengths = one_percent_column * total
assert abs(one_percent_lengths - np.log(100)) < 1e-6

# --- Worked example -----------------------------------------------------
column = column_density(pressure_torr)
length = approach_length(pressure_torr)
neutral_end = neutral_fraction(column)
ion_end = 1 - neutral_end
thin_estimate = capture * column
assert abs(expm(two_state * column)[1, 0] - neutral_end) < 1e-12
assert 0 < thin_estimate / neutral_end - 1 < path_m / length

# --- Size of neglected effects, from rough inputs -----------------------
# Negative ions (state 2): attachment to neutrals and detachment
attachment, detachment = 8e-4, 0.08
with_negative = rate_matrix({(0, 1): capture, (1, 0): loss,
                             (1, 2): attachment, (2, 1): detachment}, 3)
negative_eq = equilibrium_of(with_negative)
negative_end = expm(with_negative * column)[:, 0]

# Long-lived excited neutrals (state 2): share of capture, easier loss
excited_share, loss_factor = 0.1, 3.0
with_excited = rate_matrix({(0, 1): (1 - excited_share) * capture,
                            (0, 2): excited_share * capture,
                            (1, 0): loss, (2, 0): loss_factor * loss}, 3)
excited_neutral_eq = equilibrium_of(with_excited)[1:].sum()
excited_neutral_end = expm(with_excited * column)[1:, 0].sum()

# Energy loss, with capture taken to fall as energy to the power -2
stopping = 3.0                # eV nm^2 per molecule
energy_loss_length = stopping / total
energy_loss_path = stopping * column
capture_change = (1 - energy_loss_length / energy_eV)**-2 - 1

# Scattering beyond an acceptance angle by two bare nitrogen nuclei
acceptance = 0.010            # rad
nuclear_charge = 7
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # eV nm
impact = nuclear_charge * coulomb / (energy_eV * acceptance)
push = quad(lambda t: (1 + t * t)**-1.5, -np.inf, np.inf)[0]
deflection = nuclear_charge * coulomb / impact * push / (2 * energy_eV)
assert abs(deflection / acceptance - 1) < 1e-6
scattering = 2 * np.pi * impact**2
scattered_path = 1 - np.exp(-scattering * column)

# Thermal motion of the gas
beam_speed = np.sqrt(2 * energy_eV * const.e / const.m_p)
gas_speed = np.sqrt(3 * const.k * temperature / (28 * const.atomic_mass))

# Uncertainty of the capture cross section
low_end = neutral_fraction(column, sc=0.75 * capture)
high_end = neutral_fraction(column, sc=1.25 * capture)

# --- Output -------------------------------------------------------------
print("INPUTS (rough typical values)")
print(f"proton energy {energy_eV/1e3:.0f} keV, gas {temperature:.0f} K, "
      f"{pressure_torr:.0e} Torr, path {path_m:.1f} m")
print(f"capture {capture:.3f} nm^2, loss {loss:.3f} nm^2, "
      f"sum {total:.3f} nm^2")
print("RESULTS")
print(f"gas density {gas_density(pressure_torr):.3e} m^-3")
print(f"column density of path {column:.4f} nm^-2")
print(f"equilibrium neutral fraction {neutral_eq:.4f}, ion {ion_eq:.4f}")
print(f"approach length {length:.2f} m")
print(f"path / approach length {path_m/length:.5f}")
print(f"mean ion leg {length*total/capture:.1f} m, "
      f"mean neutral leg {length*total/loss:.1f} m")
print(f"neutral fraction at wafer {neutral_end:.5f}, ion {ion_end:.5f}")
print(f"thin-gas estimate of neutral fraction {thin_estimate:.5f}")
print(f"intended dose {intended_dose:.2e} cm^-2 = "
      f"{intended_dose*const.e*1e6:.0f} uC/cm^2")
print(f"true dose {intended_dose/ion_end:.4e} cm^-2, "
      f"excess {100*(1/ion_end-1):.2f} %")
print(f"1% distance from pure ions {one_percent_lengths:.3f} "
      f"approach lengths = {one_percent_lengths*length:.0f} m")
print("PRESSURE: Torr, approach length m, neutral fraction, dose excess %")
for p in (1e-6, 1e-5, 1e-4, 1e-3):
    f0 = neutral_fraction(column_density(p))
    print(f"{p:.0e}  {approach_length(p):.3f}  {f0:.5f}  "
          f"{100*(1/(1-f0)-1):.2f}")
print("RANDOM TARGETS: x/length, ion start sim, formula, "
      "neutral start sim, formula")
for row in simulation_rows:
    print("{:.1f}  {:.4f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print(f"dose excess at 1e-4 Torr: simulated {100*simulated_excess:.2f} %, "
      f"formula {100*formula_excess:.2f} %")
print("LONG TRAJECTORY: simulated, formula")
print(f"ion leg (column) {ion_leg:.2f}, {1/capture:.2f} nm^-2")
print(f"neutral leg (column) {neutral_leg:.2f}, {1/loss:.2f} nm^-2")
print(f"neutral share of path {path_share:.4f}, {neutral_eq:.4f}")
print(f"charge changes per approach length {changes_per_length:.4f}, "
      f"{2*neutral_eq*ion_eq:.4f}")
print(f"UNEVEN GAS neutral fraction: integrated {uneven_numeric:.6f}, "
      f"formula {uneven_formula:.6f}")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"negative ions: attachment {attachment:.1e} nm^2, "
      f"detachment {detachment:.2f} nm^2")
print(f"  negative fraction: equilibrium {negative_eq[2]:.5f}, "
      f"at wafer {negative_end[2]:.1e}")
print(f"excited atoms: capture share {excited_share:.1f}, "
      f"loss factor {loss_factor:.0f}")
print(f"  neutral fraction: equilibrium {excited_neutral_eq:.4f}, "
      f"at wafer {excited_neutral_end:.5f}")
print(f"stopping {stopping:.1f} eV nm^2: loss per approach length "
      f"{energy_loss_length:.1f} eV, on path {energy_loss_path:.2f} eV")
print(f"  capture change per approach length {100*capture_change:.2f} %")
print(f"scattering beyond {1e3*acceptance:.0f} mrad: impact parameter "
      f"{impact:.4f} nm, cross section {scattering:.5f} nm^2")
print(f"  relative to charge changing {100*scattering/total:.2f} %, "
      f"beam scattered on path {100*scattered_path:.3f} %")
print(f"beam speed {beam_speed:.3e} m/s, gas speed {gas_speed:.0f} m/s")
print(f"capture -25% / +25%: neutral fraction at wafer "
      f"{low_end:.5f} / {high_end:.5f}")
print("checks complete")
```

Running it gives:

```
INPUTS (rough typical values)
proton energy 50 keV, gas 300 K, 1e-05 Torr, path 3.0 m
capture 0.030 nm^2, loss 0.040 nm^2, sum 0.070 nm^2
RESULTS
gas density 3.219e+17 m^-3
column density of path 0.9656 nm^-2
equilibrium neutral fraction 0.4286, ion 0.5714
approach length 44.38 m
path / approach length 0.06760
mean ion leg 103.6 m, mean neutral leg 77.7 m
neutral fraction at wafer 0.02801, ion 0.97199
thin-gas estimate of neutral fraction 0.02897
intended dose 5.00e+16 cm^-2 = 8011 uC/cm^2
true dose 5.1441e+16 cm^-2, excess 2.88 %
1% distance from pure ions 4.605 approach lengths = 204 m
PRESSURE: Torr, approach length m, neutral fraction, dose excess %
1e-06  443.817  0.00289  0.29
1e-05  44.382  0.02801  2.88
1e-04  4.438  0.21057  26.67
1e-03  0.444  0.42807  74.85
RANDOM TARGETS: x/length, ion start sim, formula, neutral start sim, formula
0.5  0.1670  0.1686  0.7765  0.7752
1.0  0.2706  0.2709  0.6394  0.6388
3.0  0.4093  0.4072  0.4577  0.4570
dose excess at 1e-4 Torr: simulated 26.84 %, formula 26.67 %
LONG TRAJECTORY: simulated, formula
ion leg (column) 33.32, 33.33 nm^-2
neutral leg (column) 24.89, 25.00 nm^-2
neutral share of path 0.4276, 0.4286
charge changes per approach length 0.4909, 0.4898
UNEVEN GAS neutral fraction: integrated 0.308648, formula 0.308648
NEGLECTED EFFECTS (rough inputs)
negative ions: attachment 8.0e-04 nm^2, detachment 0.08 nm^2
  negative fraction: equilibrium 0.00427, at wafer 1.1e-05
excited atoms: capture share 0.1, loss factor 3
  neutral fraction: equilibrium 0.4118, at wafer 0.02791
stopping 3.0 eV nm^2: loss per approach length 42.9 eV, on path 2.90 eV
  capture change per approach length 0.17 %
scattering beyond 10 mrad: impact parameter 0.0202 nm, cross section 0.00255 nm^2
  relative to charge changing 3.65 %, beam scattered on path 0.246 %
beam speed 3.095e+06 m/s, gas speed 517 m/s
capture -25% / +25%: neutral fraction at wafer 0.02108 / 0.03489
checks complete
```
